# Wigner's quantum correction to ionic hopping and its low-temperature breakdown

An ion sits in a well A and leaves it over a single saddle S of height \(V_0\) above the well bottom. The following assumptions hold throughout, unless a part relaxes them.

- The ion is in thermal equilibrium in A, with \(\beta=1/kT\) and \(kT\ll V_0\).
- Hops are independent: an ion that has crossed S does not return at once, and there is no coherent band motion.
- The potential is harmonic around A and around S.

The algebra uses atomic units, \(\hbar=1\), so that frequencies are energies. The mass-weighted Hessian is \(D_{ij}=(m_im_j)^{-1/2}\,\partial_i\partial_jV\). At A its eigenvalues are \(\omega_a^2>0\). At S they are \(\omega_s^2>0\) for the stable modes and \(-\omega_b^2\) for the one unstable mode, whose frequency \(i\omega_b\) is imaginary. We write \(u=\beta\omega_b\).

## (a) Write the hopping rate as a thermal average of a transmission probability, and separate its classical value.

**Solution.** Consider motion along the unstable mode in a long lead of length \(L\). There are \(L\,dq/2\pi\) states in the wavenumber interval \(dq\), and each carries the flux \(v/L\) towards the saddle. Since \(v\,dq=dE\), the incoming flux is \(dE/2\pi\) for each state of the stable modes. Each state is occupied with probability \(e^{-\beta E}/Z_A\), where \(Z_A\) is the partition function of the well.

At a harmonic saddle the modes separate: \(E=V_0+\epsilon_n+e\), with \(\epsilon_n\) the energy in the stable modes and \(e\) the energy in the unstable mode, counted from the barrier top. Only \(e\) decides the transmission \(\mathcal T\). Hence

\[
k=\frac{1}{2\pi Z_A}\sum_n\int dE\,\mathcal T(E-V_0-\epsilon_n)\,e^{-\beta E}
=\frac{e^{-\beta V_0}}{2\pi\beta}\,\frac{Z_S}{Z_A}\,\kappa ,
\]

\[
\kappa=\beta\int de\,\mathcal T(e)\,e^{-\beta e},\qquad Z_S=\sum_n e^{-\beta\epsilon_n}.
\]

Classically \(\mathcal T\) is a unit step at \(e=0\), so \(\kappa=1\), and each stable mode contributes \(1/(\beta\omega)\) to its partition function. The well has one stable mode more than the saddle, so one factor \(\beta\) remains and cancels the prefactor:

\[
k_{\rm cl}=\frac{1}{2\pi}\,\frac{\prod_a\omega_a}{\prod_s\omega_s}\,e^{-\beta V_0}.
\]

Quantum mechanics changes three things: \(\kappa\), \(Z_S\) and \(Z_A\).

## (b) Find the transmission probability of the parabolic barrier.

**Solution.** Scaling the coordinate by \(\sqrt{\omega_b}\) and the momentum by its inverse gives \(H=\omega_b h\), with \(h=(p^2-x^2)/2\) and \([x,p]=i\). Let \(\varepsilon=e/\omega_b\). Introduce

\[
Q=\frac{x-p}{\sqrt2},\qquad P=\frac{x+p}{\sqrt2},\qquad [Q,P]=\tfrac12\left([x,p]-[p,x]\right)=i .
\]

The cross terms cancel in \(QP+PQ=x^2-p^2\), so \(h=-\tfrac12(QP+PQ)\). The classical equations \(\dot Q=-Q\), \(\dot P=P\) show what the variables mean. In the distant past \(x\approx Q/\sqrt2\), so an ion coming from the left has \(Q<0\). In the distant future \(x\approx P/\sqrt2\), so a transmitted ion has \(P>0\) and a reflected one has \(P<0\).

With \(P=-i\,d/dQ\) the equation \(h\psi=\varepsilon\psi\) reads \(i(Q\psi'+\tfrac12\psi)=\varepsilon\psi\), or \(Q\psi'=(-\tfrac12-i\varepsilon)\psi\). The solution arriving from the left is \(|Q|^{-1/2-i\varepsilon}\) for \(Q<0\) and zero for \(Q>0\). Its Fourier transform, with \(Q=-q\) and \(s=\tfrac12-i\varepsilon\), is

\[
\phi(P)=\frac{1}{\sqrt{2\pi}}\int_0^\infty q^{s-1}e^{iPq}\,dq=\frac{\Gamma(s)}{\sqrt{2\pi}}\,(-iP+0)^{-s}.
\]

For \(P>0\), \(-iP=|P|e^{-i\pi/2}\), and the phase gives the factor \(e^{i\pi s/2}\), of modulus \(e^{\pi\varepsilon/2}\). For \(P<0\) the modulus is \(e^{-\pi\varepsilon/2}\). At equal \(|P|\) the speeds \(|\dot P|\) are equal, so the ratio of transmitted to reflected flux is the ratio of \(|\phi|^2\), namely \(e^{2\pi\varepsilon}\). The two fluxes add up to the incoming one, and therefore

\[
\mathcal T=\frac{1}{1+e^{-2\pi\varepsilon}} .
\]

## (c) Average over energy, extract the leading correction, and find where its series converges.

**Solution.** In units of \(\omega_b\), \(\kappa=u\int_{-\infty}^{\infty}\mathcal T e^{-u\varepsilon}d\varepsilon\). Far below the top the integrand behaves as \(e^{(2\pi-u)\varepsilon}\), so the integral exists only for \(u<2\pi\). Then the boundary terms of an integration by parts vanish, and

\[
\kappa=\int_{-\infty}^{\infty}\mathcal T'(\varepsilon)\,e^{-u\varepsilon}\,d\varepsilon,\qquad \mathcal T'=\frac{\pi}{2\cosh^2\pi\varepsilon}.
\]

Take \(t=\mathcal T\) as variable. Since \(e^{-2\pi\varepsilon}=(1-t)/t\), with \(\nu=u/2\pi\),

\[
\kappa=\int_0^1t^{-\nu}(1-t)^{\nu}dt=\Gamma(1-\nu)\Gamma(1+\nu)=\frac{\pi\nu}{\sin\pi\nu}=\frac{u/2}{\sin(u/2)} .
\]

Inverting \(\sin y/y=1-y^2/6+y^4/120-\dots\) at \(y=u/2\) gives \(1+y^2/6+(1/36-1/120)y^4+\dots\), that is

\[
\kappa=1+\frac{u^2}{24}+\frac{7u^4}{5760}+\dots
\]

The first two terms are Wigner's tunnelling factor. Their origin is visible in \(\mathcal T'\), a symmetric density with \(\langle\varepsilon^2\rangle=1/12\): the sharp classical threshold is smeared by \(\omega_b/\sqrt{12}\). The Boltzmann factor decreases with energy, so ions passing below the top add more than reflection above it removes.

The nearest singularities are at \(u=\pm2\pi\). The series converges for \(T>T_c\), where

\[
kT_c=\frac{\omega_b}{2\pi}.
\]

## (d) Find the complete leading quantum correction to the hopping rate.

**Solution.** A stable mode has \(Z=\sum_n e^{-\beta\omega(n+1/2)}=1/[2\sinh(\beta\omega/2)]\). Divided by the classical \(1/(\beta\omega)\), this is

\[
\frac{\beta\omega/2}{\sinh(\beta\omega/2)}=1-\frac{(\beta\omega)^2}{24}+\dots
\]

Saddle modes enter through \(Z_S\) in the numerator, well modes through \(Z_A\) in the denominator:

\[
\frac{k}{k_{\rm cl}}=\frac{u/2}{\sin(u/2)}\;\prod_s\frac{\beta\omega_s/2}{\sinh(\beta\omega_s/2)}\;\prod_a\frac{\sinh(\beta\omega_a/2)}{\beta\omega_a/2}.
\]

To order \(\beta^2\) the corrections add. Since \(\mathrm{Tr}\,D_S=\sum_s\omega_s^2-\omega_b^2\),

\[
\frac{k}{k_{\rm cl}}=1+\frac{\beta^2}{24}\Big(\sum_a\omega_a^2+\omega_b^2-\sum_s\omega_s^2\Big)+\dots
=1+\frac{\beta^2}{24}\left(\mathrm{Tr}\,D_A-\mathrm{Tr}\,D_S\right)+\dots
\]

In ordinary units the correction carries a factor \(\hbar^2\). Tunnelling is one part of it. The rest comes from the quantisation of the stable modes, which raises the free energy of each by \(kT\ln[\sinh(\beta\omega/2)/(\beta\omega/2)]\). This shift is \(\beta\omega^2/24\) at high temperature; for \(\beta\omega\gg1\) it is \(\omega/2-kT\ln\beta\omega\), which tends to the zero-point energy \(\omega/2\) as \(T\to0\). In the well the shift raises the ion towards the saddle and speeds the hop; in the stable saddle modes it raises the barrier and slows it. The trace needs no normal modes, only the diagonal second derivatives.

The sign can be negative. Take two modes with

\[
D_A=\begin{pmatrix}\omega^2&c\\c&0.05^2\end{pmatrix},\qquad
D_S=\begin{pmatrix}-\omega^2&c\\c&0.12^2\end{pmatrix},
\]

\(\omega=0.06464\) and \(c=0.001\), the entries being in eV². The trace difference is \(2\omega^2+0.0025-0.0144=-0.00354\) eV². At \(kT=0.05\) eV, \(\beta^2=400\) eV⁻², and the leading result is \(1-400\times0.00354/24=0.941\). The full product gives 0.952, although its tunnelling factor alone is 1.074. The stiff transverse mode at the saddle outweighs tunnelling.

The functions \((\beta\omega_s/2)/\sinh(\beta\omega_s/2)\) have poles at \(\beta\omega_s=\pm2\pi i\). A stiff stable saddle mode can therefore also end the convergence of the joint series. That failure is harmless: the closed factor stays finite at every temperature and should simply be kept.

## (e) How large is the error of Wigner's factor before the series diverges?

**Solution.** Relative to the full parabolic factor, the truncation error is

\[
\delta=1-\frac{1+u^2/24}{\kappa}\approx\frac{7u^4}{5760}\quad(u\ll1).
\]

Solving with the closed \(\kappa\), and using \(T/T_c=2\pi/u\), gives:

| Wigner's factor too low by | \(u\) | \(T/T_c\) |
|---|---|---|
| 1% | 1.71 | 3.67 |
| 5% | 2.60 | 2.42 |
| 10% | 3.13 | 2.01 |

At \(T=2T_c\), \(u=\pi\), the comparison can be made by hand: \(\kappa=\pi/2=1.571\), against \(1+\pi^2/24=1.411\), which is 10.2% low. For an accuracy of ten per cent in the tunnelling factor, Wigner's two-term factor should thus be given up at about twice \(T_c\), well before the full series diverges.

The truncated correction to a complete hop can fail sooner. If one well mode has \(\omega_a=\omega_b\) and there are no other modes,

\[
\frac{k}{k_{\rm cl}}=\frac{\sinh(u/2)}{\sin(u/2)}=1+\frac{u^2}{12}+\frac{u^4}{288}+\dots
\]

The fourth-order coefficient, \((1/120+7/360+1/36)/16=1/288\), is almost three times the \(7/5760\) of tunnelling alone.

## (f) A real barrier has a bottom. What replaces the divergence at \(T_c\), and what happens below it?

**Solution.** Take a lattice with hop length \(a\),

\[
V(x)=\frac{V_0}{2}\left(1-\cos\frac{2\pi x}{a}\right),\qquad \omega_a=\omega_b=\omega=\frac{2\pi}{a}\sqrt{\frac{V_0}{2m}},
\]

where the curvature is \(\pm2\pi^2V_0/a^2\) at bottom and top.

*Semiclassical transmission.* Write the wave equation as \(\psi''+F\psi=0\), \(F=2m(E-V)\), and set \(\psi=(y')^{-1/2}\chi(y(x))\), where \(\chi\) solves the parabolic problem \(\chi_{yy}+(y^2+2\varepsilon)\chi=0\). The terms in \(\chi_y\) cancel, leaving

\[
F=y'^2(y^2+2\varepsilon)-(y')^{1/2}\left[(y')^{-1/2}\right]'' .
\]

For a smooth barrier with \(\omega\ll V_0\), and at energies well above the lowest level of the well, the last term is small and is dropped. Near the top it acts as an energy shift of order \(\omega^2/V_0\), so \(\kappa\) obtained below has a relative error of order \(\beta\omega^2/V_0\). Integrating \(\sqrt{-F}\) between the turning points then gives

\[
\theta\equiv\int\!\sqrt{2m(V-E)}\,dx=\int\!\sqrt{-2\varepsilon-y^2}\,dy=-\pi\varepsilon,
\]

so \(\mathcal T=1/(1+e^{2\theta})\), with \(\theta\) continued to negative values above the top.

*The action.* Let \(M=(V_0-E)/V_0\) and measure \(x\) from the top, so that \(V-E=V_0[M-\sin^2(\pi x/a)]\). Differentiating \(2\theta\) with respect to \(V_0-E\) gives the period \(\tau\) of motion in the inverted potential. The substitution \(\sin(\pi x/a)=\sqrt M\sin\varphi\) turns it into

\[
\tau=\frac{4}{\omega}K(M),\qquad K(M)=\int_0^{\pi/2}\frac{d\varphi}{\sqrt{1-M\sin^2\varphi}}
=\frac{\pi}{2}\left(1+\frac M4+\frac{9M^2}{64}+\dots\right).
\]

Integrating over \(V_0M\),

\[
2\theta=\frac{2\pi V_0}{\omega}\left(M+\frac{M^2}{8}+\frac{3M^3}{64}+\dots\right).
\]

*At \(T_c\).* Here \(\beta=2\pi/\omega\). With \(B=\beta V_0\), \(\kappa=B\int dM\,e^{BM}/(1+e^{2\theta})\), and the linear terms in the exponents cancel. For \(M>0\) replace the integrand by \(e^{BM-2\theta}\). Close to the top, with \(z=BM\), this replacement overcounts by \(\int_0^\infty dz/(1+e^{z})=\ln2\). The region above the top adds \(\int_{-\infty}^0dz\,e^z/(1+e^z)=\ln2\), and the two cancel. What remains is

\[
\kappa(T_c)\approx B\int_0^\infty e^{-BM^2/8}\left(1-\frac{3BM^3}{64}\right)dM=\sqrt{2\pi\beta V_0}-\frac32 ,
\]

since the cubic term equals \((3B^2/64)(32/B^2)\). The factor is finite, but it grows with barrier height, while Wigner's value at \(T_c\) is \(1+\pi^2/6=2.645\) for every barrier.

*Below \(T_c\).* The exponent \(\beta V_0M-2\theta\) now rises from the top downwards. It is largest where \(\beta=\tau\):

\[
\frac2\pi K(M_*)=\frac{T_c}{T}.
\]

As \(K\) increases from \(\pi/2\) at \(M=0\) without bound for \(M\to1\), there is a solution \(0<M_*<1\) for each \(T<T_c\), and it is a maximum. Most ions then pass at a finite fraction of \(V_0\) below the top, as long as the energy \(V_0(1-M_*)\) stays well above the lowest level of the well, which is about \(\omega/2\). On further cooling the ion tunnels from that level, and an average over continuous incoming energies no longer describes the hop. At fixed \(T/T_c\) the maximal exponent is proportional to \(V_0/\omega\), so \(\kappa\) grows exponentially with that ratio. A finite polynomial in \(u\) does not contain \(V_0/\omega\) and cannot follow this growth.

*Limit of these results.* They use the fact that \(\tau\) of the cosine rises steadily from \(2\pi/\omega\), and the coefficients in \(\kappa(T_c)\) belong to the cosine. A barrier that falls away from a flat top faster than its parabola has \(\tau<2\pi/\omega_b\) below the top. The condition \(\beta=\tau\) is then met already above \(T_c\), deep tunnelling can take over there, and neither the parabolic factor near \(T_c\) nor the square-root law applies.

## (g) Apply the results to a model ion with \(V_0=0.5\) eV, \(a=3\) Å and a mass of 2000 electron masses, and compare with one 16 times heavier.

**Solution.** The light ion has \(\omega=0.06464\) eV, so \(kT_c=0.06464/2\pi=0.01029\) eV (119 K). Since \(\omega\propto m^{-1/2}\), the heavy ion has a quarter of this, \(kT_c=0.00257\) eV (30 K).

The reference values of \(\kappa\) come from numerical integration of the Schrödinger equation across one cosine barrier with flat leads attached at its minima. For the light ion:

| \(kT\) (eV) | \(u\) | numerical | parabola | Wigner |
|---|---|---|---|---|
| 0.05 | 1.293 | 1.077 | 1.073 | 1.070 |
| 0.025 | 2.586 | 1.348 | 1.344 | 1.279 |
| 0.0206 (\(2T_c\)) | 3.142 | 1.571 | 1.571 | 1.411 |

At these three temperatures the parabola stays within 0.4% of the numerical factor. At the two lower ones nearly all of Wigner's error comes from truncating the series; at \(kT=0.05\) eV the error is below 1%, and truncation and anharmonicity contribute about equally to it. For the heavy ion at \(kT=0.025\) eV, \(u=0.646\), the numerical factor is 1.018 and Wigner's is 1.017.

At fixed temperature the anharmonic error of \(\kappa\) vanishes with \(u\), but relative to the correction \(\kappa-1\) a small error remains. For the heavy ion, \((\kappa-1)/(u^2/24)\) is 1.053 at \(kT=0.05\) eV and 1.037 at 0.025 eV. The next term of the series accounts for \(7u^2/240\), or 0.003 and 0.012. The remainders, 0.050 and 0.025, are half of \(kT/V_0\) in both cases. This is the price of the harmonic saddle. In \(\kappa\) it amounts to \(\beta\omega^2/48V_0\), the same order as the term dropped in part (f), so the semiclassical transmission of that part does not reproduce it.

For the complete hop of the light ion, the partition function per site was computed from the Bloch states of the lattice and compared with its classical, anharmonic counterpart. At \(kT=0.025\) eV the well contributes a factor 1.282, and the rate ratio is \(1.348\times1.282=1.728\). The closed form \(\sinh(u/2)/\sin(u/2)\) gives 1.751, the leading correction \(1+u^2/12\) gives 1.557 (10% below the numerical ratio 1.728), and Wigner's tunnelling factor alone gives 1.279 (26% below it). The quantum rate is \(3.62\times10^{-11}\) eV, or \(5.5\times10^4\) hops per second over one of the two barriers next to a site, against a classical \(2.09\times10^{-11}\) eV.

At \(T_c\) the numerical factors are 16.4 for the light ion and 33.7 for the heavy one; the formula of part (f) gives 16.0 and 33.5, and Wigner's gives 2.645 for both. At \(kT=0.009\) eV, slightly below the light ion's \(T_c\), the numerical \(\kappa\) is 148 and Wigner's is 3.1. The flux is then largest at 0.283 eV, where the condition \(\beta=\tau\) predicts 0.287 eV, far below the top at 0.5 eV.

These figures describe a one-dimensional model without friction or recrossing. For a real ion, \(\omega_b\) must be taken from the full Hessian at the saddle, including the motion of the neighbouring atoms, before \(T_c\) is judged, and \(\omega_b/2\pi\) marks the onset of deep tunnelling only if the period \(\tau\) rises from the top downwards, as it does for the cosine. The numerical output gives the remaining digits.

## Computed results

```
barrier V0 = 0.5 eV, hop length a = 3.0 angstrom
masses: light 2000, heavy 32000 electron masses
edge density moments: 2nd 0.083333, 4th 0.029167
Wigner truncation error, parabolic barrier:
   1 % low at u = 1.713, T/T_c = 3.67
   5 % low at u = 2.600, T/T_c = 2.42
  10 % low at u = 3.128, T/T_c = 2.01
  at T = 2 T_c: 10.2 % low
light: hbar*omega = 0.06464 eV, kT_c = 0.01029 eV = 119.4 K
heavy: hbar*omega = 0.01616 eV, kT_c = 0.00257 eV = 29.8 K
tunnelling factor, cosine barrier (numerical), parabola, Wigner:
  light kT = 0.05 eV, u = 1.293: 1.0765, 1.0732, 1.0696
  light kT = 0.025 eV, u = 2.586: 1.3483, 1.3444, 1.2785
  heavy kT = 0.05 eV, u = 0.323: 1.0046, 1.0044, 1.0044
  heavy kT = 0.025 eV, u = 0.646: 1.0181, 1.0176, 1.0174
  light T = 2 T_c: 1.5711, 1.5708, 1.4112
heavy ion, (kappa-1)/(u^2/24):
  kT = 0.05 eV: 1.0528
  kT = 0.025 eV: 1.0370
light ion, whole hop, quantum/classical rate:
  kT = 0.05 eV: numerical 1.1441, sinh/sin 1.1495, 1+u^2/12 1.1393
    well part alone 1.0629
    hbar*k classical 4.5400e-07 eV, quantum 5.1944e-07 eV
    quantum rate 7.8917e+08 per second
  kT = 0.025 eV: numerical 1.7283, sinh/sin 1.7514, 1+u^2/12 1.5571
    well part alone 1.2818
    hbar*k classical 2.0926e-11 eV, quantum 3.6166e-11 eV
    quantum rate 5.4946e+04 per second
at T_c: numerical kappa, sqrt(2 pi V0/kT_c)-3/2, Wigner:
  light 16.39, 15.98, 2.645
  heavy 33.65, 33.45, 2.645
below T_c, light, kT = 0.009 eV, u = 7.182:
  kappa 147.6, Wigner 3.149
  dominant energy: numerical 0.283 eV, predicted 0.287 eV
two modes, kT = 0.05 eV, coupling 0.001 eV^2:
  transverse quanta: well 0.05 eV, saddle 0.12 eV
  trace difference -0.003544 eV^2
  rate ratio: full 0.9524, leading 0.9409
  tunnelling factor alone 1.0742
```
